\section*{Second-order LDA energy and matching potential in a PAW sphere}

\section{What the spherical density misses}

In the projector augmented-wave (PAW) method, the exchange-correlation energy inside an atomic sphere is needed for a density held as radial functions times spherical harmonics. The local-density approximation (LDA) is nonlinear in the density, so its energy does not split into one integral per harmonic. The cheapest way out is to keep the spherical average of the density and drop the rest.

That choice has two costs. In the model atom of Section 7, it puts the all-electron energy in the sphere too high by 0.0078 hartree. It also makes the potential spherical. A spherical potential cannot couple an $s$ wave to a $p_z$ wave, because their angular functions are orthogonal, whereas the full LDA coupling for the all-electron density of this model is $-0.0090$ hartree. A PAW calculation uses only the difference between the all-electron and smooth terms in the sphere, and there the losses in this model are smaller: $7\times10^{-4}$ hartree in the energy and $0.0008$ hartree in the $s$--$p_z$ coupling. A spherical potential also gives $p_x$ and $p_z$ the same diagonal element. It misses the $p_z,p_z$ element by 0.010 hartree for the all-electron density and by 0.002 hartree in the difference.

A third fault can enter when the anisotropy is restored. If energy and potential are expanded separately, each to its lowest nontrivial order, the potential is not the derivative of the energy. For an anisotropic density, a self-consistent solution is then in general not a stationary point of its own energy. The potential must therefore be derived from the truncated energy.

Hartree atomic units are used. The density is not spin-polarized, and the energy density is $f(n)=n\,\varepsilon_{xc}(n)$, with no gradient terms. Primes on $f$ denote derivatives with respect to $n$.

\section{A simple case: one dipole, exchange alone}

At a fixed radius, let the density on the sphere be $n=n_0(1+au)$, with $u=\cos\theta$ and $0<a<1$. Exchange has $f_x(n)=-Cn^{4/3}$ with $C>0$. The azimuthal integral gives $2\pi$, so
\begin{align}
\int d\Omega\, f_x(n)
&=4\pi f_x(n_0)\,\frac12\int_{-1}^{1}(1+au)^{4/3}du \nonumber\\
&=4\pi f_x(n_0)\,\frac{3}{14a}\left[(1+a)^{7/3}-(1-a)^{7/3}\right].
\label{eq:dipole}
\end{align}
The even powers of $a$ cancel in the bracket. The odd ones double:
\begin{equation}
(1+a)^{7/3}-(1-a)^{7/3}=2\left[\frac73a+\frac{14}{81}a^3+O(a^5)\right],
\end{equation}
where $\frac{14}{81}=\frac16\cdot\frac73\cdot\frac43\cdot\frac13$. Hence
\begin{equation}
\int d\Omega\, f_x(n)=4\pi f_x(n_0)\left[1+\frac{2}{27}a^2+O(a^4)\right].
\label{eq:dipolesmall}
\end{equation}
There is no term linear in $a$: what one hemisphere gains at first order, the other loses. Since $f_x<0$, the quadratic term lowers the energy.

\section{The general density}

Now let
\begin{equation}
n(\mathbf r)=\sum_L n_L(r)S_L(\hat{\mathbf r}),\qquad \int d\Omega\,S_LS_{M}=\delta_{LM},
\end{equation}
where $S_L$ are real spherical harmonics and $L=(l,m)$. Since $S_{00}=1/\sqrt{4\pi}$, the spherical part of the density is
\begin{equation}
n_0(r)=\frac{n_{00}(r)}{\sqrt{4\pi}} .
\label{eq:n0}
\end{equation}
Thus $n_0$ is the angular average of the density, which differs from the component $n_{00}$ by a factor. The remainder is $\delta n=n-n_0=\sum_{L\neq00}n_LS_L$. At fixed $r$,
\begin{equation}
f(n)=f(n_0)+f'(n_0)\,\delta n+\frac12f''(n_0)\,\delta n^2+\frac16f'''(n_0)\,\delta n^3+\dots
\end{equation}
The derivatives do not depend on angle, so three angular integrals are needed up to second order:
\begin{align}
\int d\Omega\,1&=4\pi,\\
\int d\Omega\,\delta n&=\sum_{L\ne00}n_L\sqrt{4\pi}\int d\Omega\,S_LS_{00}=0,\\
\int d\Omega\,\delta n^2&=\sum_{L,M\neq00}n_Ln_{M}\,\delta_{LM}=\sum_{L\neq00}n_L^2 .
\end{align}
With the volume element $r^2dr\,d\Omega$ and sphere radius $r_c$, the energy to second order is
\begin{equation}
\boxed{E^{(2)}=\int_0^{r_c}r^2dr\left[4\pi f(n_0)+\frac12f''(n_0)\sum_{L\neq00}n_L^2\right].}
\label{eq:E2}
\end{equation}
The first term carries $4\pi$ because it is a constant integrated over the sphere. The second does not, because the normalization of the $S_L$ has absorbed it.

\emph{Limit: the dipole.} With $S_{1z}=\sqrt{3/4\pi}\,u$, the density of Section 2 has $n_{1z}=an_0\sqrt{4\pi/3}$. For exchange, $f_x''=\frac49f_x/n_0^2$, so
\begin{equation}
\frac12f_x''n_{1z}^2=\frac12\cdot\frac49\,\frac{f_x}{n_0^2}\cdot\frac{4\pi}{3}a^2n_0^2=4\pi f_x\,\frac{2}{27}a^2,
\end{equation}
in agreement with \eqref{eq:dipolesmall}.

\emph{Sign.} Wherever $f''<0$, the second-order term is negative. If $f$ is concave over all densities on the sphere, the same holds without expansion: the average of $f(n)$ is then at most $f$ of the average density. Exchange is concave, and the numerical check finds $f''<0$ for exchange plus correlation at every sampled density of the example.

\section{The neglected terms and the range of validity}

Define $G_{LMN}=\int d\Omega\,S_LS_MS_N$. The first neglected energy is
\begin{equation}
T_3=\frac16\int_0^{r_c}r^2dr\,f'''(n_0)\sum_{L,M,N\neq00}G_{LMN}\,n_Ln_Mn_N .
\label{eq:T3}
\end{equation}
It vanishes for the pure dipole, since $u^3$ is odd, which is why \eqref{eq:dipolesmall} has no $a^3$ term.

The expansion parameter is $\delta n/n_0$. Exchange, proportional to $n^{4/3}$, has a branch point at $n=0$, at distance $n_0$ from the expansion point. Its Taylor series therefore converges for $|\delta n|<n_0$ and diverges for $|\delta n|>n_0$.

The Perdew--Wang correlation energy used below does not shrink this disc. It has the form
\begin{equation}
\varepsilon_c=-2A(1+\alpha r_s)\ln\left[1+\frac{1}{2AP}\right],\quad
P=\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2,
\end{equation}
with positive constants and $r_s=(3/4\pi n)^{1/3}$. Inside the disc $|n-n_0|<n_0$ of the complex plane, $\mathrm{Re}\,n>0$, so $|\arg n|<\pi/2$ and $|\arg r_s|<\pi/6$. Every term of $P$ then has an argument below $\pi/3$ in magnitude. Hence $\mathrm{Re}\,P>0$, the bracket has real part above 1, and the logarithm is analytic.

\emph{Limit: a pure $p_z$ density.} Here $n=3n_0u^2$, so $x=\delta n/n_0=3u^2-1$ reaches 2 at the poles and the condition fails. For exchange, the ratio of the angular integral to its spherical value is
\begin{equation}
3^{4/3}\int_0^1u^{8/3}du=\frac{3}{11}\,3^{4/3}=1.1800 .
\end{equation}
The second-order formula needs the average $\langle x^2\rangle=\frac95-2+1=\frac45$ and gives
\begin{equation}
1+\frac12\cdot\frac49\cdot\frac45=1+\frac{8}{45}=1.1778 .
\end{equation}
This is close, but adding terms does not improve it steadily. The series gives 1.1552 at third order, 1.2124 at order 10, 4.66 at order 20 and $3.6\times10^5$ at order 40. For large order $k$, the poles contribute about $2^k/(3k)$ to $\langle x^k\rangle$, while the binomial coefficients of $(1+x)^{4/3}$ fall as a power of $k$, so the terms grow without limit. For such a density, the second-order value is an approximation that higher orders cannot systematically correct. A spherical contribution from core or $s$ electrons raises $n_0$ at fixed $\delta n$, but it helps only at radii where it is comparable to the anisotropic density. With the waves of Section 7, a doubly occupied $p_z$ orbital plus the core still has $|\delta n|/n_0=1.998$ at $r_c$, where the core has decayed. Adding two $s$ electrons lowers the maximum to about 1.0, the edge of the range.

\section{The potential that belongs to this energy}

Expand the potential as $v=\sum_Lv_LS_L$. By orthonormality, $\int d\Omega\,v\,\delta_{\rm var}n=\sum_Lv_L\,\delta_{\rm var}n_L$, where $\delta_{\rm var}$ marks an arbitrary small variation. The components are thus defined by
\begin{equation}
\delta_{\rm var}E^{(2)}=\int_0^{r_c}r^2dr\sum_Lv_L(r)\,\delta_{\rm var}n_L(r).
\label{eq:vdef}
\end{equation}
The factor $r^2$ stays in the measure, so $v_L$ is the derivative of the square bracket in \eqref{eq:E2}.

For $L\neq00$, $n_L$ appears in the squared sum alone, and $\frac12f''\cdot2n_L$ gives
\begin{equation}
\boxed{v_L=f''(n_0)\,n_L,\qquad L\neq00.}
\label{eq:vL}
\end{equation}
For $L=00$, the component enters through $n_0$, with $dn_0/dn_{00}=1/\sqrt{4\pi}$ from \eqref{eq:n0}. Both $f(n_0)$ and $f''(n_0)$ vary:
\begin{equation}
v_{00}=\frac{1}{\sqrt{4\pi}}\left[4\pi f'(n_0)+\frac12f'''(n_0)\sum_{L\neq00}n_L^2\right],
\end{equation}
that is,
\begin{equation}
\boxed{v_{00}=\sqrt{4\pi}\,f'(n_0)+\frac{f'''(n_0)}{2\sqrt{4\pi}}\sum_{L\neq00}n_L^2.}
\label{eq:v00}
\end{equation}
Where $f''<0$, equation \eqref{eq:vL} makes the potential more attractive in the directions where density accumulates. The last term of \eqref{eq:v00} records that the energy gained by anisotropy depends on the spherical density on which it sits. For exchange $f'''>0$: a larger $n_0$ weakens the gain, and the term is repulsive.

\emph{Limit: a cubic energy density.} Take $f=\beta n^3$, for which the exact potential is $3\beta n^2$. Its spherical component is
\begin{equation}
\frac{3\beta}{\sqrt{4\pi}}\int d\Omega\,n^2=\frac{3\beta}{\sqrt{4\pi}}\left[4\pi n_0^2+\sum_{L\neq00}n_L^2\right].
\end{equation}
With $f'=3\beta n_0^2$ and $f'''=6\beta$, equation \eqref{eq:v00} gives the same expression. Without the $f'''$ term, the sum would be lost.

\section{Comparison with the projected LDA potential}

The full LDA potential is $f'(n)$, with components $\int d\Omega\,S_Lf'(n)$. Expanding $f'$ about $n_0$ gives, for $L\neq00$,
\begin{equation}
\int d\Omega\,S_Lf'(n)=f''n_L+\frac12f'''\sum_{M,N\neq00}G_{LMN}n_Mn_N+\dots,
\label{eq:projL}
\end{equation}
and for the spherical component
\begin{equation}
\int d\Omega\,S_{00}f'(n)=\frac{1}{\sqrt{4\pi}}\left[4\pi f'+\frac12f'''\sum_{L\neq00}n_L^2+\frac16f''''\int d\Omega\,\delta n^3+\dots\right].
\end{equation}
The matching potential therefore has an error of second order in the anisotropy for $L\neq00$ and of third order for $L=00$. The measured orders in the example are 1.997 and 2.997.

This unequal accuracy is what a consistent potential requires. Differentiating with respect to $n_L$, $L\neq00$, removes one power of the anisotropy, while differentiating with respect to $n_{00}$ removes none. Expanding $f'(n)$ uniformly to first order would drop the $f'''$ term in \eqref{eq:v00}. Expanding it uniformly to second order would add the quadratic term of \eqref{eq:projL}, which is the derivative of $T_3$ with respect to $n_L$ and belongs with an energy that includes $T_3$. That potential is not the derivative of $E^{(2)}+T_3$ either, since $v_{00}$ would then also need the $f''''$ term.

\section{PAW matrix elements and a worked example}

In PAW the density inside the sphere is built from partial waves $\phi_i(r)S_i$, a symmetric on-site density matrix $D_{ij}$ and a spherical core density $n_c(r)$:
\begin{equation}
n=\sum_{ij}D_{ij}\phi_i\phi_jS_iS_j+n_c .
\end{equation}
Multiplying by $S_L$ and integrating over angles gives
\begin{equation}
n_L=\sum_{ij}D_{ij}\phi_i\phi_jG_{ijL}+\sqrt{4\pi}\,n_c\,\delta_{L,00}.
\label{eq:comp}
\end{equation}
With the entries of $D$ treated as independent, $\partial n_L/\partial D_{ij}=\phi_i\phi_jG_{ijL}$, and \eqref{eq:vdef} yields
\begin{equation}
\frac{\partial E^{(2)}}{\partial D_{ij}}=\sum_LG_{ijL}\int_0^{r_c}r^2dr\,\phi_i\phi_jv_L .
\label{eq:Dij}
\end{equation}
The same formulas hold for the smooth density $\tilde n$, made from smooth partial waves and a smooth core. The PAW correction to the energy is $E[n]-E[\tilde n]$ in the sphere. No compensation charge is included in $\tilde n$ here.

\subsection*{The model}

The model atom has round parameters. A doubly occupied Slater core with exponent $\zeta_c=5.5$ gives $n_c=(2\zeta_c^3/\pi)e^{-2\zeta_cr}$. The valence exponent is $\zeta=1.6$, and $r_c=1.3$ bohr. The waves are
\begin{equation}
\phi_s=\frac{re^{-\zeta r}-ce^{-\zeta_cr}}{\sqrt{N_s}},\qquad \phi_p=\frac{re^{-\zeta r}}{\sqrt{N_p}} .
\end{equation}
Orthogonality of $\phi_s$ to the core fixes $c=1.5713$ bohr. Normalization over all space gives $N_s=0.067815$ and $N_p=0.071526$ bohr$^5$. The occupations are $D_{ss}=1.5$, $D_{xx}=0.6$, $D_{yy}=0.5$, $D_{zz}=1.4$, and $D_{sz}=D_{zs}=0.3$. The smooth functions are $r^l(a+br^2+cr^4)$, with their own coefficients, joined at $r_c$ in value and two derivatives; the smooth core uses $l=0$.

\subsection*{One radius by hand}

At $r=1$ bohr, $\phi_s=0.7506$ and $\phi_p=0.7549$ bohr$^{-3/2}$. The $s$--$p_z$ element enters \eqref{eq:comp} twice, with $G=1/\sqrt{4\pi}$:
\begin{equation}
n_{1z}=\frac{2(0.3)(0.7506)(0.7549)}{\sqrt{4\pi}}=0.0959\ \text{bohr}^{-3}.
\end{equation}
The unequal $p$ occupations give $n_{2z^2}=0.1222$ and $n_{2,x^2-y^2}=0.0125$ bohr$^{-3}$, so $\sum_{L\neq00}n_L^2=0.0243$ bohr$^{-6}$. With $n_0=0.1824$ bohr$^{-3}$, the derivatives in atomic units are $f'=-0.62376$, $f''=-1.0645$ and $f'''=3.9586$. Then, in hartree,
\begin{align}
v_{1z}&=(-1.0645)(0.0959)=-0.102,\\
v_{00}&=\sqrt{4\pi}(-0.62376)+\frac{(3.9586)(0.0243)}{2\sqrt{4\pi}}\nonumber\\
&=-2.2112+0.0136=-2.1976 .
\end{align}
The projected LDA values are $-0.093$ and $-2.1989$ hartree. The $f'''$ term reduces the error of $v_{00}$ from 0.0123 to 0.0013 hartree in magnitude. The error of $v_{1z}$ is about 9\% of its projected value, as may happen for a component correct to first order.

\subsection*{Energies in the sphere}

\begin{center}
\begin{tabular}{lrr}
Energy (hartree) & all-electron & smooth\\
\hline
spherical term & $-4.02120$ & $-0.69027$\\
$l=1$ term & $-0.00293$ & $-0.00319$\\
$l=2$ term & $-0.00522$ & $-0.00425$\\
second order, total & $-4.02935$ & $-0.69770$\\
full angular quadrature & $-4.02901$ & $-0.69737$\\
$T_3$ & $0.00045$ & $0.00044$
\end{tabular}
\end{center}

The largest $|\delta n|/n_0$ on the quadrature grid is 0.67 for both densities. The grid omits the poles; the maximum over the sphere lies on the $+z$ axis and is 0.68, still inside the range of convergence. The second-order all-electron energy is too low by 0.00035 hartree, or 4\% of the anisotropy energy, meaning the difference between the full and spherical values. Adding $T_3$ leaves an error of about 0.0001 hartree of the opposite sign.

The PAW correction is $-3.33165$ hartree ($-90.659$ eV) at second order and $-3.33164$ hartree ($-90.659$ eV) with full quadrature. The two differ by $1\times10^{-5}$ hartree, because the truncation errors of the two densities nearly cancel. The spherical term alone misses the full correction by $7\times10^{-4}$ hartree. The extent of this cancellation is a result for this model, not a general bound.

\subsection*{Matrix elements}

For the all-electron density, \eqref{eq:Dij} gives these derivatives in hartree:

\begin{center}
\begin{tabular}{lrrr}
Element & matching $v_L$ & no $f'''$ term & full LDA\\
\hline
$s,s$ & $-0.2778$ & $-0.2791$ & $-0.2780$\\
$p_x,p_x$ & $-0.2645$ & $-0.2658$ & $-0.2650$\\
$p_z,p_z$ & $-0.2817$ & $-0.2830$ & $-0.2812$\\
$s,p_z$ & $-0.0098$ & $-0.0098$ & $-0.0090$
\end{tabular}
\end{center}

The first column agrees with numerical derivatives of $E^{(2)}$ with respect to $D_{ij}$ in the numerical check. Dropping the $f'''$ term shifts the listed diagonal elements by $-0.0012$ to $-0.0013$ hartree and breaks that agreement. The $s,p_z$ element does not change, because $v_{00}$ multiplies $G_{s,p_z,00}=0$. It comes from the $l=1$ potential, which the spherical approximation of Section 1 lacks.

\section*{Numbers as computed}
\begin{verbatim}
Slater exponents core, valence: 5.5, 1.6 1/bohr; r_c = 1.3 bohr
D diagonal s,px,py,pz: [1.5 0.6 0.5 1.4]  D(s,pz): 0.3
core admixture in s wave: 1.57132 bohr
norm integrals s, p: 0.067815, 0.071526 bohr^5
smooth s wave a,b,c (a.u.): 1.001436 -0.263423 0.021942
smooth p wave a,b,c (a.u.): 1.327020 -0.730159 0.130975
smooth core density a,b,c (a.u.): 0.002316 -0.002388 0.000625
AE max |delta n|/n0: 0.6736
AE E full quadrature: -4.029008 hartree
AE E spherical term: -4.021203 hartree
AE second-order term l=1: -0.002935 hartree
AE second-order term l=2: -0.005216 hartree
AE E to second order: -4.029354 hartree
AE error of second order: -0.000346 hartree
AE third-order term T3: 0.000454 hartree
AE potential error order, 00 and others: 2.997, 1.997
PS max |delta n|/n0: 0.6729
PS E full quadrature: -0.697365 hartree
PS E spherical term: -0.690266 hartree
PS second-order term l=1: -0.003189 hartree
PS second-order term l=2: -0.004245 hartree
PS E to second order: -0.697700 hartree
PS error of second order: -0.000335 hartree
PS third-order term T3: 0.000437 hartree
PS potential error order, 00 and others: 2.997, 1.997
PAW difference AE-PS, full: -3.331643 hartree = -90.6586 eV
PAW difference AE-PS, spherical: -3.330936 hartree = -90.6394 eV
PAW difference AE-PS, second order: -3.331654 hartree = -90.6589 eV
AE at r = 1 bohr: n0 = 0.182403 bohr^-3
f', f'', f''' there (a.u.): -0.623762 -1.064457 3.958623
L=00: n_L 0.646601 bohr^-3, v_L -2.197614, projected -2.198890 hartree
L=1z: n_L 0.095912 bohr^-3, v_L -0.102094, projected -0.093454 hartree
L=2z2: n_L 0.122224 bohr^-3, v_L -0.130102, projected -0.123707 hartree
L=2x2-y2: n_L 0.012453 bohr^-3, v_L -0.013255, projected -0.014649 hartree
v_00 there without f''' term: -2.211178 hartree
AE dE/dD(s,s): -0.277842, no f''' -0.279075, full LDA -0.277955 hartree
AE dE/dD(px,px): -0.264537, no f''' -0.265844, full LDA -0.265039 hartree
AE dE/dD(pz,pz): -0.281686, no f''' -0.282994, full LDA -0.281248 hartree
AE dE/dD(s,pz): -0.009783, no f''' -0.009783, full LDA -0.008976 hartree
AE-PS dE/dD(s,s): -0.018099, full LDA -0.018079 hartree
AE-PS dE/dD(pz,pz): -0.069855, full LDA -0.069816 hartree
AE-PS dE/dD(s,pz): 0.000846, full LDA 0.000828 hartree
pure p_z exchange/spherical exchange, exact: 1.18002
pure p_z ratio, series to order 2: 1.1778
pure p_z ratio, series to order 3: 1.1552
pure p_z ratio, series to order 10: 1.2124
pure p_z ratio, series to order 20: 4.6568
pure p_z ratio, series to order 40: 3.6421e+05
\end{verbatim}
